# Matching a photon mass to an energy cutoff in radiative level shifts, part 2

We seek the \(\varepsilon\) for which two calculations give the same radiative level shift: scheme A, photon mass \(\lambda\) and all momenta, as in the free-electron vertex; scheme B, massless transverse photons with energy above \(\varepsilon\) in the rest frame of the nucleus. The questioner had proposed \(\lambda=\varepsilon\). Both lie far above the atomic excitation energies that matter and far below the electron rest energy \(c^2\).

Atomic units, \(\hbar=m=e=1\), Gaussian fields, \(c=1/\alpha\). The photon has rest energy \(\lambda\), \(\mu=\lambda/c\), wave vector \(\mathbf k=k\mathbf n\), \(\kappa=ck\), \(\omega=\sqrt{\kappa^2+\lambda^2}\) and \(q=(\omega,\kappa\mathbf n)\), with metric \((+,-,-,-)\); \(\langle\cdots\rangle_{\mathbf n}\) averages over directions. The spinless electron has \(H=p^2/2+V(\mathbf r)\), eigenstates \(|n\rangle\), reference state \(|a\rangle\), and \(\Delta_n=E_n-E_a\). Its current is \(J=(c\rho,\mathbf j)\), with \(\rho_{na}=\langle n|e^{-i\mathbf k\cdot\mathbf r}|a\rangle\), \(\mathbf j_{na}=\tfrac12\langle n|\{\mathbf p,e^{-i\mathbf k\cdot\mathbf r}\}|a\rangle\), and parts \(j_L\) along \(\mathbf n\) and \(\mathbf j_T\) across it.

With the propagator \(-g_{\mu\nu}/(q^2-\lambda^2)\), the shift is
\[
\Delta E_a=-\frac{\alpha^3}{\pi}\int\frac{\kappa^2d\kappa}{\omega}\Big\langle\sum_n\frac{|\mathbf j_T|^2+|j_L|^2-c^2|\rho|^2}{\omega+\Delta_n}\Big\rangle_{\mathbf n}+\text{const}. \tag{1}
\]
The constant is the vacuum value of \(\mathbf A^2/2c^2\), \(\sum_{\mathbf k}3\pi/(\omega\mathcal V)\) in a box of volume \(\mathcal V\), with \(\sum_{\mathbf k}\to\mathcal V\int\kappa^2d\kappa\,d\Omega/(8\pi^3c^3)\). Continuity, partial fractions and sum rules gave
\[
\sum_n\frac{|j_L|^2-c^2|\rho|^2}{\omega+\Delta_n}=\frac{\lambda^2}{\omega^2}\sum_n\frac{|j_L|^2}{\omega+\Delta_n}-\frac{c^2(\omega-k^2/2)}{\omega^2}. \tag{2}
\]
In the dipole approximation the state-dependent part of (1) becomes
\[
\Delta E_a=-\frac{2\alpha^3}{3\pi}\int\frac{\kappa^2d\kappa}{\omega}\Big(1+\frac{\lambda^2}{2\omega^2}\Big)\sum_n\frac{|\mathbf p_{na}|^2}{\omega+\Delta_n}. \tag{3}
\]
"The program" is the accompanying numerical check. The question now to be answered: (3) diverges linearly, and with a photon mass the subtraction depends on \(\lambda\). Is it still a mass shift?

**A.** Split the denominator exactly:
\[
\frac1{\omega+\Delta}=\frac1\omega-\frac{\Delta}{\omega(\omega+\Delta)} .
\]
In the first term closure gives \(\sum_n|\mathbf p_{na}|^2=\langle p^2\rangle\), so it is a constant times the operator \(p^2\), the same for a bound and for a free electron, and it changes the coefficient of the kinetic energy. Whether the \(\lambda\)-dependent part is a mass shift can be checked against the rest energy. If the mass changes by \(\delta m\), then \(mc^2+p^2/2m\) changes by \(\delta m\,c^2-\delta m\,p^2/2\), so the two are tied.

Two integrals are needed, up to an upper limit \(K\gg\lambda\). First, \(\int_0^K\kappa^2d\kappa/\omega^2=K-\lambda^2\int_0^Kd\kappa/(\kappa^2+\lambda^2)\to K-\pi\lambda/2\). Second, with \(\kappa=\lambda\tan\theta\), \(\int_0^\infty\lambda^2\kappa^2d\kappa/\omega^4=\lambda\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi\lambda/4\).

The rest-energy shift comes from the state-independent term of (2) inserted in (1). Its leading part is \(+\frac{\alpha^3c^2}{\pi}\int\kappa^2d\kappa/\omega^2=\frac\alpha\pi(K-\pi\lambda/2)\); in the sum of the \(k^2/2\) piece and the \(\mathbf A^2\) term the contributions \(\lambda^2\ln K\) cancel, and the \(\lambda\)-dependent remainder, \(-\alpha^3\lambda^2/4\pi\), is smaller by a factor of order \(\lambda/c^2\). The \(\lambda\)-dependent part is \(-\alpha\lambda/2\). It agrees with classical electrostatics: half the difference of the Yukawa and Coulomb potentials at the position of the charge is \(\frac12\lim_{r\to0}(e^{-\mu r}-1)/r=-\mu/2=-\alpha\lambda/2\). Hence \(\delta m=-\alpha^3\lambda/2\), and the kinetic term must change by \(+\alpha^3\lambda\,p^2/4\).

The \(p^2\) term of (3) has the \(\lambda\)-dependent part
\[
-\frac{\alpha^3}{\pi}p^2\Big[\frac23\Big(-\frac{\pi\lambda}2\Big)+\frac13\cdot\frac{\pi\lambda}4\Big]=\alpha^3\lambda p^2\Big(\frac13-\frac1{12}\Big)=\frac{\alpha^3\lambda}{4}p^2 .
\]
The relation holds, and it holds only with the longitudinal mode: the transverse modes alone give \(\frac13\). The program obtains \(-0.500000\), \(0.250000\) and \(0.333333\) by quadrature and asserts both the agreement and the failure. The parts linear in \(K\) do not obey the relation, since a cutoff on \(|\mathbf k|\) singles out a frame; they are the same in both schemes and cancel in the comparison. In scheme B the \(p^2\) term is linear in \(K-\varepsilon\) and is absorbed in the same way, so that both schemes refer to the observed mass.

What remains is
\[
\Delta E_a=\frac{2\alpha^3}{3\pi}\sum_n|\mathbf p_{na}|^2\Delta_n\,I(\Delta_n),
\]
\[
I_\lambda=\int_0^Kd\kappa\,\frac{\kappa^2}{\omega^2}\Big(1+\frac{\lambda^2}{2\omega^2}\Big)\frac1{\omega+\Delta},\qquad I_\varepsilon=\int_\varepsilon^K\frac{d\kappa}{\kappa+\Delta}. \tag{4}
\]
The second is the first with \(\lambda=0\), \(\omega=\kappa\), and the lower limit raised to \(\varepsilon\).

**Q.** Then do the integrals, and show me where each piece of the constant comes from.

**A.** For \(|\Delta|\ll\lambda,\varepsilon\) set \(\Delta=0\) inside \(I\). Then \(I_\varepsilon=\ln(K/\varepsilon)\). For \(I_\lambda\) put \(\kappa=\lambda\sinh u\), \(\omega=\lambda\cosh u\), \(d\kappa=\omega\,du\), with upper limit \(U=\operatorname{arsinh}(K/\lambda)\). The transverse part is
\[
\int_0^K\frac{\kappa^2d\kappa}{\omega^3}=\int_0^U\tanh^2u\,du=\int_0^U\Big(1-\frac1{\cosh^2u}\Big)du=U-\tanh U .
\]
The longitudinal part is
\[
\frac12\int_0^K\frac{\lambda^2\kappa^2d\kappa}{\omega^5}=\frac12\int_0^U\frac{\tanh^2u}{\cosh^2u}\,du=\frac16\tanh^3U .
\]
For \(K\gg\lambda\), \(U=\ln[K/\lambda+\sqrt{1+K^2/\lambda^2}]=\ln(2K/\lambda)+\lambda^2/4K^2+\dots\) and \(\tanh U=K/\sqrt{K^2+\lambda^2}=1-\lambda^2/2K^2+\dots\), so
\[
I_\lambda=\ln\frac{2K}{\lambda}-1+\frac16+\frac{\lambda^2}{2K^2}+\dots
\]
where the last coefficient is \(\frac14+\frac12-\frac14\). Setting \(I_\lambda=I_\varepsilon\) removes \(K\):
\[
\ln 2-\ln\lambda-\tfrac56=-\ln\varepsilon\quad\Longrightarrow\quad\ln\lambda=\ln2\varepsilon-\tfrac56 .
\]
The factor 2 comes from \(\int d\kappa/\omega=U\), the measure of a massive particle. The \(-1\) comes from the factor \(\kappa^2/\omega^2\), the squared photon velocity, which suppresses slow photons. The \(+\frac16\) is the longitudinal mode, which adds to the shift and so lowers the equivalent cutoff. The program integrates the two parts numerically and finds \(-1.000000\), \(0.166667\) and the sum \(\ln(2\varepsilon/\lambda)=0.833333\), that is \(\varepsilon/\lambda=1.150488\). With transverse modes alone the constant would be 1 and \(\varepsilon/\lambda=e/2=1.359141\). Your guess \(\lambda=\varepsilon\) misses \(\frac56-\ln2=0.140\) in the logarithm.

**Q.** The longitudinal coupling is proportional to \(\lambda\), and \(\lambda\) is meant to go to zero. How can a mode that decouples leave a finite \(\frac16\)?

**A.** It decouples at fixed \(\omega\), but the integral is not taken at fixed \(\omega\). The integrand \(\lambda^2\kappa^2d\kappa/\omega^5\) is dimensionless and depends only on \(\kappa/\lambda\); lowering \(\lambda\) moves the region that contributes to lower \(\kappa\) without changing its area. The region is \(\kappa\sim\lambda\), where the weight \(\lambda^2/\omega^2\) is of order one, and every interval of order one in \(\ln\kappa\) counts equally in a logarithmic integral. This holds as long as \(\lambda\gg|\Delta|\). In the opposite order of limits, \(\lambda\ll|\Delta|\), the denominator \(\omega+\Delta\) in (4) is replaced by \(\Delta\) for \(\kappa\sim\lambda\), the longitudinal part becomes \(\frac1{2\Delta}\cdot\frac{\pi\lambda}4\), and it vanishes with \(\lambda\). A free electron has no \(\Delta\) to protect it, so the vertex calculation is always in the first regime.

**Q.** You cut both integrals at \(K\), but the real calculation runs on to relativistic photon momenta, where (3) is false. Why is that region the same in both schemes?

**A.** Choose \(\lambda\ll K\ll c^2\). Above \(K\), perform the \(q^0\) integral of whatever loop the relativistic theory gives; the mass then appears through \(\omega=\kappa\sqrt{1+\lambda^2/\kappa^2}\), which can be expanded in \(\lambda^2/\kappa^2\le\lambda^2/K^2\). The zeroth term is the massless integrand. At relativistic momenta it contains, besides the transverse photons, the instantaneous Coulomb self-interaction of the electron, which (2) reduces to a state-independent constant only for a nonrelativistic electron; scheme B is understood to keep this term, and then its integrand above \(K\) is this zeroth term. The first correction converges at \(\kappa\sim K\), where (4) still applies and it can be evaluated: \(\frac{\kappa^2}{\omega^3}(1+\frac{\lambda^2}{2\omega^2})=\frac1\kappa(1-\frac32\frac{\lambda^2}{\kappa^2}+\frac12\frac{\lambda^2}{\kappa^2}+\dots)\), and \(-\int_K^\infty\lambda^2d\kappa/\kappa^3=-\lambda^2/2K^2\). It cancels the \(+\lambda^2/2K^2\) found below \(K\), as it must, \(K\) being arbitrary. At \(\kappa\sim c^2\) the expansion parameter is \(\lambda^2/c^4\). So the constants generated by relativistic momenta, which include the spin-dependent terms, are common to both schemes.

That fixes how the rule is used. Let a free-electron calculation give a shift \(A[\ln(c^2/\lambda)+C_0]\). Then scheme B gives \(A[\ln(c^2/2\varepsilon)+C_0+\frac56]\). I neither derive nor use \(C_0\). The coefficient \(A\) is fixed by (4): it is \(\frac{2\alpha^3}{3\pi}\sum_n|\mathbf p_{na}|^2\Delta_n\). The sum is evaluated by commutators. From \(\langle a|\mathbf p\cdot[H,\mathbf p]|a\rangle=\sum|\mathbf p|^2\Delta\) and \(\langle a|[H,\mathbf p]\cdot\mathbf p|a\rangle=-\sum|\mathbf p|^2\Delta\), with \([H,\mathbf p]=i\nabla V\) and \([p_i,i\partial_iV]=\partial_i\partial_iV\),
\[
\sum_n|\mathbf p_{na}|^2\Delta_n=\tfrac12\langle\nabla^2V\rangle=2\pi Z|\psi_a(0)|^2\quad\text{for }V=-Z/r .
\]
So \(A=\frac{\alpha^3}{3\pi}\langle\nabla^2V\rangle\). This is the shape a form factor produces: \(F(Q^2)=1-sQ^2\) multiplying the Fourier transform of \(V\) adds \(s\nabla^2V\), so the slope contains \(s=\frac{\alpha}{3\pi c^2}\ln(c^2/\lambda)\). For states with \(\psi_a(0)=0\) in a Coulomb field the sum vanishes, and the constant \(\frac56\) has no effect at this order.

**Q.** Everything so far rests on one chain: continuity, partial fractions, sum rules. Is there a road to the constant that uses none of it?

**A.** Real soft emission is such a road. Let a charge at rest be given the velocity \(c\boldsymbol\beta\) at \(t=0\), and treat its motion as prescribed, which is legitimate when the photon energy and \(\lambda\) are far below the kinetic energy and the rest energy. The coupling is \((c\rho,\mathbf j)/c=(1,\boldsymbol\beta(t))\,e^{-i\mathbf k\cdot\mathbf r(t)}\), and the amplitude to emit one quantum is proportional to \(\int dt\,(1,\boldsymbol\beta(t))\,e^{i\omega t-i\mathbf k\cdot\mathbf r(t)}\). The half-line \(t>0\) gives \(i(1,\boldsymbol\beta)/(\omega-\kappa\beta x)\) with \(x\) the cosine between \(\mathbf n\) and \(\boldsymbol\beta\), and \(t<0\) gives \(-i(1,\mathbf 0)/\omega\). Up to the phase,
\[
J=\frac{(1,\boldsymbol\beta)}{\omega-\kappa\beta x}-\frac{(1,\mathbf 0)}{\omega},
\]
which is \(p'/(p'\cdot q)-p/(p\cdot q)\) in covariant form, and \(q\cdot J=1-1=0\) for any \(\lambda\). The mean number of quanta is \(\frac\alpha\pi\int\frac{\kappa^2d\kappa}{\omega}\langle-J^2\rangle_{\mathbf n}\), the prefactor being \(c^2\alpha^3/\pi\). No polarization vector is needed. With \(v=\kappa/\omega=\tanh u\), the time component is \(J^0=\beta vx/[\omega(1-\beta vx)]\), so
\[
-J^2=|\mathbf J|^2-(J^0)^2=\frac{\beta^2(1-v^2x^2)}{\omega^2(1-\beta vx)^2}.
\]
Expand \((1-z)^{-2}=1+2z+3z^2+\dots\), drop the odd powers of \(x\), and use \(\langle x^2\rangle=\frac13\), \(\langle x^4\rangle=\frac15\):
\[
\omega^2\langle-J^2\rangle=\beta^2\Big[1-\frac{v^2}3+\beta^2v^2\Big(1-\frac{3v^2}5\Big)+\dots\Big].
\]
The leading term is \(\frac23+\frac13(1-v^2)=\frac23+\frac{\lambda^2}{3\omega^2}\), the weight of (3). The measure is \(\kappa^2d\kappa/\omega^3=v^2du\). From \(\tanh^{2n}u=\tanh^{2n-2}u\,(1-\cosh^{-2}u)\) one gets, for large \(U\), \(\int_0^U\tanh^{2n}u\,du=U-(1+\frac13+\dots+\frac1{2n-1})\), that is \(U-1\), \(U-\frac43\), \(U-\frac{23}{15}\). Then
\[
\int\Big(v^2-\frac{v^4}3\Big)du=\frac23U-1+\frac49=\frac23U-\frac59,\qquad\int\Big(v^4-\frac{3v^6}5\Big)du=\frac25U-\frac43+\frac{23}{25}=\frac25U-\frac{31}{75}.
\]
For massless photons between \(\varepsilon\) and \(K\), \(v=1\) and the result is \((\frac23+\frac25\beta^2)\ln(K/\varepsilon)\). Equating the two with \(U=\ln(2K/\lambda)\),
\[
\ln\frac{2\varepsilon}{\lambda}=\frac{\frac59+\frac{31}{75}\beta^2}{\frac23+\frac25\beta^2}=\frac56+\frac32\Big(\frac{31}{75}-\frac56\cdot\frac25\Big)\beta^2+\dots=\frac56+\frac3{25}\beta^2+O(\beta^4).
\]
The program integrates \(-J^2\) numerically with no expansion in \(\beta\). It finds \(0.833345\) at \(\beta=0.01\) and \(0.833634\) at \(\beta=0.05\), against \(0.833333+0.12\times0.0025=0.833633\), and asserts both the constant and the coefficient \(\frac3{25}\). At \(\beta=0.5\) it finds \(0.869090\), where the two-term formula gives \(0.8633\). This constant is also the one of the virtual correction. Probability is conserved, so at first order in \(\alpha\) the elastic probability \(F^2\) is lowered by the mean number \(N\) of soft quanta, and the regulator enters both through the same logarithm. The coefficients agree: at momentum transfer \(Q=c\beta\) the leading \(N\) is \(\frac{2\alpha}{3\pi}\beta^2\) per unit logarithm, and \(1-F^2=2sQ^2\) with \(s=\frac{\alpha}{3\pi c^2}\) per unit logarithm gives the same. The \(\frac56\) therefore belongs to slow charges. A photon mass is the same in every frame while an energy cutoff is not, so the conversion has to depend on how the charge moves in the frame where \(\varepsilon\) is imposed. The coefficient \(\frac3{25}\) belongs to a charge that starts from rest, or comes to rest, in that frame.

**Q.** You set \(\Delta=0\) inside the integrals. How large is the error when \(\Delta/\lambda\) is not negligible?

**A.** It can be written as a single integral and a logarithm. Change the variable of \(I_\lambda\) to \(\omega\), with \(d\kappa=\omega\,d\omega/\kappa\):
\[
I_\lambda=\int_\lambda^\Omega\frac{W\,d\omega}{\omega+\Delta},\qquad W=\frac\kappa\omega\Big(1+\frac{\lambda^2}{2\omega^2}\Big)=\sqrt{1-y^2}\,\Big(1+\frac{y^2}2\Big),\quad y=\frac\lambda\omega ,
\]
with \(\Omega=\sqrt{K^2+\lambda^2}\). \(W\) is the weight per unit photon energy with which massive photons enter the shift, relative to massless ones: the ratio \(\kappa/\omega\) of the mode densities times the coupling factor of (3). It rises from zero at threshold, and for small \(y\), \((1-\frac{y^2}2-\frac{y^4}8)(1+\frac{y^2}2)=1-\frac38y^4+\dots\); the longitudinal mode cancels the \(y^2\) term. Writing \(W=1-(1-W)\) and letting \(K\to\infty\),
\[
\delta(x)\equiv I_\varepsilon-I_\lambda=\int_\lambda^\infty\frac{(1-W)\,d\omega}{\omega+\Delta}-\ln\frac{\varepsilon+\Delta}{\lambda+\Delta},\qquad x=\frac\Delta\lambda .
\]
With \(\varepsilon=\frac12e^{5/6}\lambda\), \(\delta(0)=0\) is the conversion rule itself. The slope follows by differentiating at \(\Delta=0\): \(\delta'(0)=-\lambda\int_\lambda^\infty(1-W)\,d\omega/\omega^2-\lambda/\varepsilon+1\). Since \(\lambda\,d\omega/\omega^2=-dy\), the integral is \(1-\int_0^1W\,dy\), and with \(y=\sin\theta\), \(\int_0^1W\,dy=\int_0^{\pi/2}\cos^2\theta\,(1+\frac12\sin^2\theta)\,d\theta=\frac\pi4+\frac\pi{32}\). Hence
\[
\delta'(0)=\frac{9\pi}{32}-\frac\lambda\varepsilon=0.88357-0.86920=0.01438 ,
\]
and the program confirms \(0.014377\) by a finite difference. For \(x\gg1\) both terms fall as \(1/\Delta\): \(\int_\lambda^\Omega W\,d\omega=K-\frac{\pi\lambda}2+\frac{\pi\lambda}8\) from the two mass-renormalization integrals, so \(\int(1-W)\,d\omega=(\frac{3\pi}8-1)\lambda\), and \(\delta\to(\frac{3\pi}8-\frac\varepsilon\lambda)/x=0.0276/x\). In between, the program finds \(\delta(0.3)=0.002850\), tested against direct integration of (4), and a largest value of \(0.0048\) on a logarithmic grid of positive \(x\) around one. For \(x>0\), \(\delta\) is positive, so this maximum bounds its size. Write \(\delta=\int_\lambda^\infty f\,d\omega/(\omega+\Delta)\) with \(f=-W<0\) below \(\varepsilon\) and \(f=1-W>0\) above it (\(W^2=1-\frac34y^4-\frac14y^6<1\)). Since \(\int f\,d\omega/\omega=\delta(0)=0\), one may subtract a constant: \(\delta=\int\frac f\omega\big[\frac{\omega}{\omega+\Delta}-\frac{\varepsilon}{\varepsilon+\Delta}\big]d\omega\), and the bracket has the sign of \(f\) because \(\omega/(\omega+\Delta)\) increases with \(\omega\). The error is small in absolute terms because the smooth threshold \(W\) and the sharp step at \(\varepsilon\), once matched in the moment \(\int d\omega/\omega\), nearly match in the neighbouring moments as well: \(0.884\) against \(0.869\), and \(1.178\) against \(1.150\). For negative \(\Delta\), as for an excited state with levels below it, the formula holds while \(|\Delta|<\lambda\), but the error can be much larger (\(\delta=-0.020\) at \(x=-0.5\) and \(-0.354\) at \(x=-0.95\)); for \(|\Delta|>\lambda\) the massive photon can be emitted as a real particle and the integral has a pole.

For a slow electron the two schemes agree when \(\ln\lambda=\ln2\varepsilon-\tfrac56\), a constant confirmed independently by soft emission, and the error at finite \(\Delta/\lambda\) is given by \(\delta(\Delta/\lambda)\). What remains is to apply the rule to an atom with a continuum and to test it numerically on hydrogen 1s.
